\section*{Spin blocks of L·σ for arbitrary magnetization direction in second variation}

The operator $\mathbf L\cdot\boldsymbol\sigma$ is a scalar: it does not change when spin and orbital motion are rotated together. This fixes almost completely what it can look like between spin states quantized along a unit vector $\mathbf n$. Let $|{\uparrow}\rangle$ and $|{\downarrow}\rangle$ be the eigenstates of $\mathbf n\cdot\boldsymbol\sigma$ with eigenvalues $+1$ and $-1$. Each spin block of $\mathbf L\cdot\boldsymbol\sigma$ is $\mathbf L$ dotted into a vector $\langle s|\boldsymbol\sigma|s'\rangle$. A spin rotation by an angle $\alpha$ about $\mathbf n$, $D=e^{-i\alpha\,\mathbf n\cdot\boldsymbol\sigma/2}$, obeys $D^\dagger\boldsymbol\sigma D=\mathcal R_\alpha\boldsymbol\sigma$, where $\mathcal R_\alpha$ is the ordinary rotation by $\alpha$ about $\mathbf n$. It multiplies $|{\uparrow}\rangle$ by $e^{-i\alpha/2}$ and $|{\downarrow}\rangle$ by $e^{i\alpha/2}$. Taking matrix elements of $D^\dagger\boldsymbol\sigma D$ therefore gives
\begin{equation}
\mathcal R_\alpha\langle{\uparrow}|\boldsymbol\sigma|{\uparrow}\rangle=\langle{\uparrow}|\boldsymbol\sigma|{\uparrow}\rangle,\qquad
\mathcal R_\alpha\langle{\uparrow}|\boldsymbol\sigma|{\downarrow}\rangle=e^{i\alpha}\langle{\uparrow}|\boldsymbol\sigma|{\downarrow}\rangle .
\end{equation}
The first vector is unchanged by the rotation, so it lies along $\mathbf n$. Its component along $\mathbf n$ is 1, so it equals $\mathbf n$. The second is an eigenvector of the rotation with eigenvalue $e^{i\alpha}$. If $\mathbf e_1,\mathbf e_2,\mathbf n$ form a right-handed orthonormal set, that eigenvector is $\mathbf e_1-i\mathbf e_2$, because
\begin{equation}
\mathcal R_\alpha(\mathbf e_1-i\mathbf e_2)=(\cos\alpha+i\sin\alpha)\mathbf e_1+(\sin\alpha-i\cos\alpha)\mathbf e_2=e^{i\alpha}(\mathbf e_1-i\mathbf e_2).
\end{equation}
Its length follows from completeness: $\sum_i|\langle{\uparrow}|\sigma_i|{\downarrow}\rangle|^2=\langle{\uparrow}|\boldsymbol\sigma^2|{\uparrow}\rangle-|\mathbf n|^2=3-1=2$, which is the squared length of $\mathbf e_1-i\mathbf e_2$. Hence the diagonal block is $\mathbf L\cdot\mathbf n$, and the off-diagonal block is $\mathbf L\cdot(\mathbf e_1-i\mathbf e_2)$ up to a phase. Symmetry cannot supply that phase, since it depends on how the phases of the two spin states are chosen.

To fix it, take polar angles with respect to the axes in which the orbital functions are defined,
\begin{equation}
\mathbf n=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta),
\end{equation}
and obtain the spin states by rotating those of $\sigma_z$, first by $\theta$ about $y$ and then by $\varphi$ about $z$:
\begin{equation}
U=e^{-i\varphi\sigma_z/2}e^{-i\theta\sigma_y/2}=
\begin{pmatrix}
e^{-i\varphi/2}\cos\frac\theta2 & -e^{-i\varphi/2}\sin\frac\theta2\\[2pt]
e^{i\varphi/2}\sin\frac\theta2 & e^{i\varphi/2}\cos\frac\theta2
\end{pmatrix}.
\label{U}
\end{equation}
The first column is $|{\uparrow}\rangle$, the second $|{\downarrow}\rangle$. The spin turns while the crystal and its orbitals stay fixed. The blocks wanted are the entries of $U^\dagger(\mathbf L\cdot\boldsymbol\sigma)U$, and since $U$ acts on spin alone, it passes through $\mathbf L$.

Different Pauli matrices anticommute, so moving $\sigma_x$ to the left through an exponential of $\sigma_z$ reverses the sign of the exponent. With $\sigma_x\sigma_z=-i\sigma_y$ and $\sigma_y\sigma_z=i\sigma_x$,
\begin{align}
e^{i\varphi\sigma_z/2}\sigma_xe^{-i\varphi\sigma_z/2}&=\sigma_xe^{-i\varphi\sigma_z}=\sigma_x\cos\varphi-\sigma_y\sin\varphi,\\
e^{i\varphi\sigma_z/2}\sigma_ye^{-i\varphi\sigma_z/2}&=\sigma_ye^{-i\varphi\sigma_z}=\sigma_y\cos\varphi+\sigma_x\sin\varphi .
\end{align}
In the same way, $\sigma_x\sigma_y=i\sigma_z$ and $\sigma_z\sigma_y=-i\sigma_x$ give
\begin{align}
e^{i\theta\sigma_y/2}\sigma_xe^{-i\theta\sigma_y/2}&=\sigma_x\cos\theta+\sigma_z\sin\theta,\\
e^{i\theta\sigma_y/2}\sigma_ze^{-i\theta\sigma_y/2}&=\sigma_z\cos\theta-\sigma_x\sin\theta .
\end{align}
In $U^\dagger\sigma_iU$ the $\varphi$ rotation stands inside and acts first, so
\begin{align}
U^\dagger\sigma_xU&=(\sigma_x\cos\theta+\sigma_z\sin\theta)\cos\varphi-\sigma_y\sin\varphi,\nonumber\\
U^\dagger\sigma_yU&=(\sigma_x\cos\theta+\sigma_z\sin\theta)\sin\varphi+\sigma_y\cos\varphi,\label{rot}\\
U^\dagger\sigma_zU&=\sigma_z\cos\theta-\sigma_x\sin\theta .\nonumber
\end{align}
Multiply these lines by $L_x$, $L_y$, $L_z$, add, and collect the coefficient of each Pauli matrix:
\begin{equation}
U^\dagger(\mathbf L\cdot\boldsymbol\sigma)U=(\mathbf L\cdot\mathbf e_1)\sigma_x+(\mathbf L\cdot\mathbf e_2)\sigma_y+(\mathbf L\cdot\mathbf n)\sigma_z,
\label{frame}
\end{equation}
\begin{equation}
\mathbf e_1=(\cos\theta\cos\varphi,\ \cos\theta\sin\varphi,\ -\sin\theta),\qquad \mathbf e_2=(-\sin\varphi,\ \cos\varphi,\ 0).
\end{equation}
The same sum with $\mathbf n$ in place of $\mathbf L$ gives $U^\dagger(\mathbf n\cdot\boldsymbol\sigma)U=\sigma_z$, which confirms that the columns of $U$ are the required eigenstates. The $\uparrow\downarrow$ entries of $\sigma_x,\sigma_y,\sigma_z$ are $1,-i,0$, so the off-diagonal block is $\mathbf L\cdot(\mathbf e_1-i\mathbf e_2)$ with unit phase.

For use with spherical harmonics the blocks are written with $L_\pm=L_x\pm iL_y$. Let $L_\rho=L_x\cos\varphi+L_y\sin\varphi$ and $L_\varphi=\mathbf L\cdot\mathbf e_2=-L_x\sin\varphi+L_y\cos\varphi$. Expanding the exponentials gives
\begin{equation}
e^{-i\varphi}L_+=L_\rho+iL_\varphi,\qquad e^{i\varphi}L_-=L_\rho-iL_\varphi .
\end{equation}
Half the sum is $L_\rho$ and half the difference is $iL_\varphi$. The diagonal block is $\mathbf L\cdot\mathbf n=L_z\cos\theta+L_\rho\sin\theta$, and the off-diagonal one is
\begin{equation}
-L_z\sin\theta+L_\rho\cos\theta-iL_\varphi
=-L_z\sin\theta+\tfrac{\cos\theta-1}{2}e^{-i\varphi}L_++\tfrac{\cos\theta+1}{2}e^{i\varphi}L_- .
\end{equation}
With $1-\cos\theta=2\sin^2\frac\theta2$ and $1+\cos\theta=2\cos^2\frac\theta2$ the four blocks are
\begin{align}
(\mathbf L\cdot\boldsymbol\sigma)_{\uparrow\uparrow}&=L_z\cos\theta+\tfrac12\sin\theta\left(e^{-i\varphi}L_++e^{i\varphi}L_-\right)=-(\mathbf L\cdot\boldsymbol\sigma)_{\downarrow\downarrow},\nonumber\\
(\mathbf L\cdot\boldsymbol\sigma)_{\uparrow\downarrow}&=-L_z\sin\theta-\sin^2\tfrac\theta2\,e^{-i\varphi}L_++\cos^2\tfrac\theta2\,e^{i\varphi}L_-,\label{blocks}\\
(\mathbf L\cdot\boldsymbol\sigma)_{\downarrow\uparrow}&=-L_z\sin\theta+\cos^2\tfrac\theta2\,e^{-i\varphi}L_+-\sin^2\tfrac\theta2\,e^{i\varphi}L_- .\nonumber
\end{align}
The last line is the adjoint of the second. At $\theta=0$ the blocks are $\pm L_z$, $e^{i\varphi}L_-$ and $e^{-i\varphi}L_+$: a spin flip upward lowers the orbital projection by one unit, so the total projection on $z$ is kept. The angle $\varphi$ has no geometrical meaning there and survives as a phase. At $\theta=\pi/2$, $\varphi=0$ the diagonal block is $L_x$ and the $\uparrow\downarrow$ block is $-L_z-iL_y$.

If the spin states are given other phases, $|s\rangle\to e^{i\gamma_s}|s\rangle$, the $\uparrow\downarrow$ block is multiplied by $e^{i(\gamma_\downarrow-\gamma_\uparrow)}$. This is a diagonal unitary transformation; it commutes with a spin-diagonal starting Hamiltonian and leaves the spectrum alone, provided that all atoms share the same phases. The proviso matters when the harmonics of an atom refer to local axes. With the local axes chosen right-handed, one must then take the components of the common vectors $\mathbf e_1,\mathbf e_2,\mathbf n$ along those axes and use equation (\ref{frame}). For left-handed local axes the result changes sign as well, because $\mathbf L$ is an axial vector. Inserting the local polar angles of $\mathbf n$ into (\ref{blocks}) would in general turn $\mathbf e_1,\mathbf e_2$ about $\mathbf n$ by an angle that differs from atom to atom.

In second variation the Hamiltonian is first solved without spin-orbit coupling for a collinear magnet. Its eigenstates $\psi_{i\sigma}$, with energies $\varepsilon_{i\sigma}$, are then the basis for the full problem. Let $\mathbf n$ be the axis of the majority spin, $\sigma=\uparrow$; the electronic magnetic moment points the opposite way. In atomic units, and inside an atomic sphere with a spherical potential $V(r)$,
\begin{equation}
H_{\rm SO}=\xi(r)\,\mathbf L\cdot\mathbf S=\tfrac12\xi(r)\,\mathbf L\cdot\boldsymbol\sigma,\qquad \xi(r)=\frac{1}{2c^2r}\frac{dV}{dr}.
\end{equation}
Here $V$ is taken as the average over the two spins, so that $\xi$ does not act on spin, and the coupling outside the spheres is neglected. Write the basis state in the sphere as $\psi_{i\sigma}=\sum_{lmp}A^{i\sigma}_{lmp}R^\sigma_{lp}(r)Y_{lm}$, where $p$ labels the radial solution, its energy derivative and any local orbital. Since $\mathbf L=-i\mathbf r\times\nabla$ gives zero on a function of $r$ alone, and does not change $l$, the matrix to be diagonalized is
\begin{equation}
H_{i\sigma,j\sigma'}=\varepsilon_{i\sigma}\delta_{ij}\delta_{\sigma\sigma'}+\tfrac12\sum_{l\,mm'pp'}A^{i\sigma*}_{lmp}A^{j\sigma'}_{lm'p'}\,\zeta^{\sigma\sigma'}_{l,pp'}\,\langle lm|(\mathbf L\cdot\boldsymbol\sigma)_{\sigma\sigma'}|lm'\rangle,
\label{sv}
\end{equation}
with $\zeta^{\sigma\sigma'}_{l,pp'}=\int R^\sigma_{lp}\,\xi\,R^{\sigma'}_{lp'}\,r^2dr$ and a further sum over atoms. For Condon--Shortley harmonics the angular factors follow from $L_zY_{lm}=mY_{lm}$ and $L_\pm Y_{lm}=\sqrt{l(l+1)-m(m\pm1)}\,Y_{l,m\pm1}$. All dependence on the direction of magnetization sits in (\ref{blocks}); the first variation is done once. The result is limited by the number of states $\psi_{i\sigma}$ kept, because couplings to omitted states are lost.

That dependence becomes an energy only through the crystal. Let $D_L$ be the orbital rotation that carries $x,y,z$ into $\mathbf e_1,\mathbf e_2,\mathbf n$. Then $D_L^\dagger(\mathbf L\cdot\mathbf e_1)D_L=L_x$, and likewise for the other two, so $D_L$ turns the blocks for $\mathbf n$ into those for $z$, whatever the values of $\zeta^{\sigma\sigma'}$. If the first-variation Hamiltonian commutes with $D_L$, as in a free atom with spherical potentials, the spectrum is the same for all $\mathbf n$. A crystal field breaks this and produces the anisotropy.

Its leading form can be found for a single shell of non-degenerate real orbitals, each with one radial function per spin. Between real functions $\mathbf L=-i\mathbf r\times\nabla$ is purely imaginary: $\langle o|\mathbf L|u\rangle=i\mathbf v$ with $\mathbf v$ real. Hermiticity then makes the diagonal elements vanish, so there is no energy of first order in $\zeta$. In second order, an occupied state $o$ gains $|H_{ou}|^2/(\varepsilon_o-\varepsilon_u)$ from each other state $u$. Pairs of occupied states cancel in the sum, since each appears twice with opposite denominators. There remain pairs of an occupied and an empty state with gap $\Delta=\varepsilon_u-\varepsilon_o>0$. By (\ref{frame}) their squared elements are
\begin{equation}
\tfrac14\zeta^2(\mathbf v\cdot\mathbf n)^2\ \text{(equal spins)},\qquad
\tfrac14\zeta^2\left|\mathbf v\cdot(\mathbf e_1\mp i\mathbf e_2)\right|^2=\tfrac14\zeta^2\left[v^2-(\mathbf v\cdot\mathbf n)^2\right]\ \text{(opposite spins)},
\end{equation}
where $\zeta$ carries the spins of the pair. Hence
\begin{equation}
E_2(\mathbf n)=-\sum_{\rm same}\frac{\zeta^2(\mathbf v\cdot\mathbf n)^2}{4\Delta}-\sum_{\rm flip}\frac{\zeta^2\left[v^2-(\mathbf v\cdot\mathbf n)^2\right]}{4\Delta}.
\label{E2}
\end{equation}
A pair of equal spin favours magnetization along $\mathbf v$; a pair of opposite spin disfavours it. The expression is even in $\mathbf n$, so it does not matter that spin and moment are opposite. Time reversal, which turns $\mathbf n$ into $-\mathbf n$ and leaves the crystal field unchanged, makes this true in every order. Equation (\ref{E2}) itself requires $\zeta$ to be small against every contributing gap, and it fails for a partly filled degenerate level, where the energy can change in first order.

As an example take a $d$ shell with levels 0.00 ($xy$), 0.20 ($yz$), 0.80 ($xz$), 1.00 ($z^2$) and 1.50 eV ($x^2-y^2$), an exchange splitting of 2.50 eV and seven electrons. All five majority states are filled, as are the minority $xy$ and $yz$; the gap to the minority $xz$ is 0.60 eV. The parameters describe no particular material. Let $R_\sigma=N_\sigma r^2e^{-a_\sigma r}$, with $N_\sigma^2=(2a_\sigma)^7/720$ from normalization, and let $V=-Z/r$, so that $\xi=Z/(2c^2r^3)$. Then
\begin{equation}
\zeta_{\sigma\sigma'}=\frac{Z}{2c^2}N_\sigma N_{\sigma'}\int_0^\infty r^3e^{-(a_\sigma+a_{\sigma'})r}dr=\frac{Z}{2c^2}\,\frac{6N_\sigma N_{\sigma'}}{(a_\sigma+a_{\sigma'})^4}.
\end{equation}
With $Z=20$, $a_\uparrow=7.50$ and $a_\downarrow=7.20$ \AA$^{-1}$, converting the decay constants to inverse bohr and the result from hartree to eV gives $\zeta_{\uparrow\uparrow}=0.06039$, $\zeta_{\uparrow\downarrow}=0.05676$ and $\zeta_{\downarrow\downarrow}=0.05343$ eV.

One matrix element shows the blocks at work. At $\theta=50^\circ$, $\varphi=35^\circ$ the $\uparrow\downarrow$ coefficient of $L_z$ is $-\sin\theta=-0.766$. Acting on $xz$, $L_z=-i(x\partial_y-y\partial_x)$ gives $i\,yz$, and $L_x$ and $L_y$ do not connect these two orbitals. Therefore $\langle yz{\uparrow}|H_{\rm SO}|xz{\downarrow}\rangle=\frac12(0.05676)(-0.766)i=-0.0217i$ eV.

Letting $\mathbf L$ act on the other orbitals in the same way gives the non-zero $v^2$. Along $x$ they are 1 for $xy$--$xz$, 3 for $yz$--$z^2$ and 1 for $yz$--$(x^2-y^2)$. Along $y$ they are 1 for $xy$--$yz$, 3 for $xz$--$z^2$ and 1 for $xz$--$(x^2-y^2)$. Along $z$ they are 4 for $xy$--$(x^2-y^2)$ and 1 for $xz$--$yz$. Each $\mathbf v$ lies along one axis, so $E_2=C+A_{xx}n_x^2+A_{yy}n_y^2+A_{zz}n_z^2$ with $C$ independent of direction. The equal-spin part of $A_{xx}$, for instance, comes from the minority electrons:
\begin{equation}
-\frac{(0.05343)^2}{4}\left(\frac{1}{0.80}+\frac{3}{0.80}+\frac{1}{1.30}\right)=-0.00412\ \text{eV}.
\end{equation}
The opposite-spin part involves filled majority and empty minority states, whose gaps contain the exchange splitting:
\begin{equation}
+\frac{(0.05676)^2}{4}\left(\frac{1}{3.30}+\frac{3}{3.30}+\frac{1}{3.80}\right)=+0.00119\ \text{eV}.
\end{equation}
Thus $A_{xx}=-0.00293$ eV. The same sums give $A_{yy}=0+0.00264=0.00264$ eV and $A_{zz}=-0.00309+0.00107=-0.00203$ eV (rounded after addition). The equal-spin part of $A_{yy}$ vanishes because the minority $xy$ and $yz$ are both filled and the other minority orbitals are all empty.

Inserting the components of $\mathbf n$ and $\cos^2\varphi=\frac12(1+\cos2\varphi)$,
\begin{equation}
E_2(\mathbf n)-E_2(\mathbf z)=\sin^2\theta\,(K_1+K_2\cos2\varphi),
\end{equation}
\begin{equation}
K_1=\tfrac12(A_{xx}+A_{yy})-A_{zz}=0.00189\ \text{eV},\qquad K_2=\tfrac12(A_{xx}-A_{yy})=-0.00279\ \text{eV}.
\end{equation}
Relative to $z$, the energy is $K_1+K_2=-0.00090$ eV for $x$ and $K_1-K_2=0.00467$ eV for $y$. Numerical diagonalization of the $10\times10$ matrix (\ref{sv}), followed by summing the seven lowest eigenvalues, gives $-0.00086$ and $0.00456$ eV. The second-order values are larger in magnitude by about 5\% and 3\% of the diagonalized ones. In this model the easy axis is $x$ and the hard axis $y$.

If the $\uparrow\downarrow$ and $\downarrow\uparrow$ blocks are dropped before diagonalization, the two energies become $-0.00102$ and $0.00309$ eV. The anisotropy between $y$ and $z$ then falls by about a third, although the spin-flip gaps are several times the smallest equal-spin gap. Equation (\ref{E2}) shows why: for $\mathbf n$ along $y$ the equal-spin pairs contribute nothing, while the opposite-spin pairs raise $A_{yy}$ by 0.00264 eV and $A_{zz}$ by only 0.00107 eV.

These energies are sums of occupied levels at fixed crystal-field and exchange parameters. They leave out the self-consistent response of the potential, band dispersion and the magnetic dipole energy that depends on the shape of the sample. In a metal, occupied and empty states can lie closer together than $\zeta$; equation (\ref{E2}) is then unreliable, while the blocks (\ref{blocks}) and the diagonalization of (\ref{sv}) remain applicable.

Numbers in the example were calculated in double precision.
